# Charge-Conserving Implicit Integration of Multiple Trapping in an Exponential Tail

## 1. Definitions and conventions

Carriers of one sign occupy a band, with density $n$, and trap levels $i=1,\dots,M$ below the mobility edge. Level $i$ has depth $E_i>0$ measured from the edge, capacity $N_i$ and population $n_i$; all are densities except $E_i$. The levels are ordered so that $M$ is the deepest. The band has effective density of states $N_v$ and is nondegenerate, $n\ll N_v$. The temperature enters through $\beta=1/kT$ and the tail slope through $\alpha=1/kT_0$.

All levels share one capture coefficient $c$. Trapping and release obey

$$\dot n_i=c\,n(N_i-n_i)-e_in_i,\qquad \dot n=-\sum_i\dot n_i,\tag{1}$$

$$e_i=\nu_0e^{-\beta E_i},\qquad \nu_0=cN_v.\tag{2}$$

The value of $\nu_0$ follows from detailed balance: in equilibrium an almost empty level must have $n_i/N_i=(n/N_v)e^{\beta E_i}$, and $cnN_i=e_in_i$ then gives (2). There is no recombination, spatial transport or direct hopping between traps, so $Q=n+\sum_in_i$ is constant. A state is called admissible if $n\ge0$ and $0\le n_i\le N_i$.

Three abbreviations recur:

$$y_i=e^{\beta E_i},\qquad w_i=\frac{N_i}{N_v}y_i=\frac{cN_i}{e_i},\qquad Z=1+\sum_iw_i.\tag{3}$$

The Boltzmann populations are $n^B=Q/Z$ and $n_i^B=Qw_i/Z$.

## 2. The discretized tail and its cutoff

The tail has density of states $N_t\alpha e^{-\alpha E}$. A bin of width $\Delta$ centred at $E_i$ receives its integrated density,

$$N_i=N_t\left[e^{-\alpha(E_i-\Delta/2)}-e^{-\alpha(E_i+\Delta/2)}\right]=2N_te^{-\alpha E_i}\sinh\frac{\alpha\Delta}{2}.$$

Its Boltzmann weight is $w_i=(2N_t/N_v)e^{(\beta-\alpha)E_i}\sinh(\alpha\Delta/2)$. The continuous tail gives the same bin the weight

$$\frac{N_t\alpha}{N_v}\int_{E_i-\Delta/2}^{E_i+\Delta/2}e^{(\beta-\alpha)E}dE=\frac{2N_t\alpha}{N_v(\beta-\alpha)}e^{(\beta-\alpha)E_i}\sinh\frac{(\beta-\alpha)\Delta}{2}.$$

The ratio of the two does not depend on $i$:

$$\rho=\frac{(\beta-\alpha)\sinh(\alpha\Delta/2)}{\alpha\sinh[(\beta-\alpha)\Delta/2]}\simeq1+\frac{\Delta^2}{24}\left[\alpha^2-(\beta-\alpha)^2\right].\tag{4}$$

The expansion uses $\sinh u\simeq u(1+u^2/6)$. Binning therefore multiplies the trap part of $Z$ by one factor and leaves the relative weights of the bins unchanged. This concerns equilibrium only; the slowest relaxation rate is more sensitive to $\Delta$, as Section 7 shows.

The cutoff $E_c$ matters far more. Summing the continuous weights gives

$$Z\simeq1+\frac{N_t\alpha}{N_v}\,\frac{e^{(\beta-\alpha)E_c}-1}{\beta-\alpha}.\tag{5}$$

For $T<T_0$, that is $\beta>\alpha$, this diverges as $E_c\to\infty$: the Boltzmann factor grows faster with depth than the density of states falls. An unbounded tail then has no normalizable Boltzmann distribution, and the dilute limit exists only for a truncated tail. At $T=T_0$ the divergence is linear in $E_c$. For $T>T_0$ the sum converges to $1+(N_t\alpha/N_v)/(\alpha-\beta)$. The following sections treat a finite set of levels, for which $Z$ is finite at any temperature, unless an unbounded tail is mentioned explicitly.

## 3. The coupled implicit step

Let primes denote values after a step $h>0$. Backward Euler evaluates every rate at the new time:

$$n_i'=n_i+h\left[cn'(N_i-n_i')-e_in_i'\right],\qquad n'=n-\sum_i(n_i'-n_i).$$

The second equation states $n'+\sum_in_i'=Q$. Collecting the terms with $n_i'$ in the first gives

$$n_i'=\frac{n_i+hcn'N_i}{1+he_i+hcn'}.\tag{6}$$

The $M+1$ equations thus reduce to one scalar equation,

$$F(n')\equiv n'+\sum_in_i'(n')-Q=0.\tag{7}$$

**Existence and uniqueness.** Write $D_i=1+he_i$ and $b=hc$. By the quotient rule,

$$F'(x)=1+\sum_i\frac{b(N_iD_i-n_i)}{(D_i+bx)^2},\qquad F''(x)=-2\sum_i\frac{b^2(N_iD_i-n_i)}{(D_i+bx)^3}.$$

For an admissible old state $N_iD_i\ge N_i\ge n_i$, so $F'\ge1$ and $F''\le0$ for $x\ge0$. At the ends of the interval,

$$F(0)=\sum_i\frac{n_i}{1+he_i}-Q\le0,\qquad F(Q)=\sum_in_i'(Q)\ge0.$$

There is one root in $[0,Q]$, and no other nonnegative root, because $F$ increases. Equation (6) shows $n_i'\ge0$, and

$$N_i-n_i'=\frac{N_i-n_i+he_iN_i}{1+he_i+hcn'}\ge0.$$

The new state is admissible for every $h>0$.

**Newton's method.** Start at $x=0$, where $F\le0$. A concave function lies below its tangents. At the zero $x_1$ of the tangent, $F(x_1)\le0$, so $x_1$ does not pass the root; and $x_1\ge x$ because $F(x)\le0$ and $F'(x)>0$. The iterates rise monotonically and are bounded by the root. Since $1\le F'\le F'(0)$, they can settle only where $F=0$. In floating-point arithmetic the iteration stops when an iterate no longer increases beyond rounding.

**Conservation in practice.** The number $Q$ in (7) is fixed at the start and is not recomputed from the previous state, so root-finding errors in the total do not accumulate. In 300 random steps with $Q=3\times10^{17}$ cm$^{-3}$ and $h$ between $10^{-14}$ and $10^{-2}$ s, using the levels of Section 7, the largest relative charge error was $8.9\times10^{-16}$.

Conservation depends on the coupling. Suppose that the traps are advanced with the old $n$, and the band with the old $n_i$, each implicitly in its own variable. From a dilute start with all charge in the band,

$$n'=\frac{Q}{1+hc\sum_iN_i},\qquad n_i'=\frac{hcN_iQ}{1+he_i}.$$

For the levels of Section 7 and $h=1$ ps, $hc\sum_iN_i\simeq1.8$, so $n'\simeq0.36\,Q$. The total after the step is $1.74\,Q$: the traps have captured charge that the band did not lose.

## 4. Contraction and global convergence

Consider two admissible states with the same $Q$, advanced by the same $h$. Let $d$ and $d'$ be their differences before and after the step. The rates are quadratic, and for any two pairs of numbers

$$nn_i-mm_i=\tfrac12(n+m)(n_i-m_i)+\tfrac12(n_i+m_i)(n-m).$$

The difference of the new rates is therefore $Jd'$, where $J$ is the Jacobian at the midpoint of the two new states. With midpoint values $\bar n,\bar n_i$, define

$$a_i=e_i+c\bar n\ge e_i,\qquad b_i=c(N_i-\bar n_i),\quad 0\le b_i\le cN_i.$$

Then $(I-hJ)d'=d$. To find the inverse, solve $(I-hJ)u=g$ for a nonnegative source $g$. The trap rows, and the sum of all rows, read

$$(1+ha_i)u_i-hb_iu_0=g_i,\qquad u_0+\sum_iu_i=g_0+\sum_ig_i,$$

where index 0 is the band. The second holds because the columns of $J$ sum to zero. Inserting $u_i=(g_i+hb_iu_0)/(1+ha_i)$ gives

$$u_0\left[1+\sum_i\frac{hb_i}{1+ha_i}\right]=g_0+\sum_i\frac{ha_i}{1+ha_i}\,g_i.\tag{8}$$

All components of $u$ are nonnegative, so the inverse $B=(I-hJ)^{-1}$ has nonnegative entries, and its columns sum to one. Because $e_M$ is the smallest emission rate, (8) bounds each entry of the band row from below by

$$\delta_h=\frac{he_M}{1+he_M}\left[1+\sum_i\frac{hcN_i}{1+he_i}\right]^{-1}>0.\tag{9}$$

Subtract $\delta_h$ from every entry of that row and call the remainder $R$. It is nonnegative with column sums $1-\delta_h$. The subtracted part acts on $d$ as $\delta_h\sum_jd_j$, which vanishes for equal $Q$. Hence $d'=Rd$, and

$$\|d'\|_1\le(1-\delta_h)\|d\|_1,\qquad \|d\|_1=\sum_j|d_j|.\tag{10}$$

Each of the 300 random steps above was paired with a step of the same $h$ from a second random state of the same $Q$; every pair satisfied (10), and the largest ratio $\|d'\|_1/\|d\|_1$ was 0.9986.

Now let one of the two states be stationary. Setting the rates to zero gives $cn(N_i-n_i)=e_in_i$, or

$$n_i=\frac{N_i}{1+(N_v/n)e^{-\beta E_i}},\tag{11}$$

which is Fermi occupation. The sum $n+\sum_in_i(n)$ increases with $n$ from zero without bound, so each $Q>0$ fixes one such state. It contains no $h$ and is a fixed point of the step. By (10), the scheme converges to it geometrically from any admissible start at any fixed $h$. As $h\to\infty$, $\delta_h\to1/Z$, so a sequence of growing steps also converges. The bound $1-\delta_h$ guarantees convergence; it is not an estimate of the actual rate.

## 5. Error of the time integration

Let $y(t)$ be the exact vector of populations. Integration by parts over one step gives

$$y(t+h)-hy'(t+h)=y(t)-\int_t^{t+h}(s-t)\,y''(s)\,ds.$$

The exact solution satisfies the implicit equation with a defect given by the integral. Subtract the equation of the numerical solution. The argument of Section 4 applies, and $B$ does not increase the norm, so the new error is at most the old error plus the norm of the defect.

On a geometric grid $t_{k+1}=rt_k$ that starts at $t_0$, $s-t_k\le(r-1)t_k\le(r-1)s$. Summing the defects gives

$$\|\varepsilon(t)\|_1\le\int_0^{t_0}s\|y''\|_1ds+(r-1)\int_{t_0}^{t}s\|y''(s)\|_1ds.\tag{12}$$

With $m$ steps per decade $r-1\simeq\ln10/m$, so the second term is of first order in the logarithmic step. Stiffness does not spoil it: a component $e^{-\lambda s}$ contributes at most $\int_0^\infty s\lambda^2e^{-\lambda s}ds=1$ times its amplitude, whatever $\lambda$ is.

For $Q=10^{17}$ cm$^{-3}$, where trap filling matters, the populations at 1 µs were compared with a high-order stiff integration of (1). The summed absolute errors divided by $Q$ were $1.502\times10^{-3}$, $7.53\times10^{-4}$ and $3.77\times10^{-4}$ for $m=100$, 200 and 400. The successive ratios, 1.996 and 1.998, confirm first order.

The first step, $t_0=10^{-14}$ s, was not refined. Its defect is of order $(cN_tt_0)^2=(0.018)^2\simeq3\times10^{-4}$ relative to $Q$. Almost none of it survives to 1 µs: propagated exactly, it leaves about $10^{-14}$. In the linear picture the step errs on a mode by about $(\lambda t_0)^2/2$ of its amplitude, so the defect sits in the fast modes, which have decayed by then.

## 6. The dilute limit

**Occupations.** Let $x=n/N_v$ and $x_B=Q/(ZN_v)$. Equation (11) becomes $n_i=N_vxw_i/(1+xy_i)$, and charge conservation reads

$$x_BZ=x+\sum_i\frac{xw_i}{1+xy_i}.\tag{13}$$

Each denominator lies between 1 and $1+xy_M$, so $xZ/(1+xy_M)\le x_BZ\le xZ$. The filling of the deepest level is $f_M=xy_M/(1+xy_M)$, hence $1+xy_M=1/(1-f_M)$ and

$$1\le\frac{n}{n^B}\le\frac1{1-f_M},\qquad 1-f_M\le\frac{n_i}{n_i^B}\le\frac1{1-f_M}.\tag{14}$$

The second pair follows from $n_i/n_i^B=(x/x_B)/(1+xy_i)$. As $Q\to0$ at fixed levels, $x\le Q/N_v\to0$, so $f_M\to0$ and every population tends to its Boltzmann value.

To first order, (13) reads $x_BZ\simeq xZ-x^2\sum_iw_iy_i$. With $\langle y\rangle=\sum_iw_iy_i/Z$ this gives $x\simeq x_B(1+x_B\langle y\rangle)$, and

$$\frac{n_i}{n_i^B}-1\simeq x_B(\langle y\rangle-y_i),\tag{15}$$

with $y=0$ for the band. Exclusion removes charge from the deepest levels and returns it to the others. The dilute condition is $x_By_M\ll1$, that is

$$Q\ll Q^*=\frac{ZN_v}{y_M}.$$

For a deep cutoff and $T<T_0$, $Z\propto e^{(\beta-\alpha)E_c}$, so $Q^*\propto e^{-\alpha E_c}$: the allowed density falls with the density of the deepest states.

For $T>T_0$ the unbounded tail also has a dilute limit, in the summed sense. Each term obeys $n_i\le nw_i$, the sum of the $w_i$ converges, and each ratio tends to one at fixed depth. The charge distribution then tends to Boltzmann's, although sufficiently deep levels remain full at any $Q>0$.

**Relaxation.** In the dilute limit (1) is linear. For a mode $e^{-\lambda t}$ with $\lambda\ne0$, the trap equations give $(e_i-\lambda)n_i=cN_in$, and the total charge of the mode is zero. For distinct $e_i$, $n=0$ would leave at most one nonzero $n_i$, which contradicts zero charge. Thus

$$g(\lambda)=1+\sum_i\frac{cN_i}{e_i-\lambda}=0.\tag{16}$$

For $\lambda<e_M$ all terms are positive and there is no root. Between neighbouring emission rates $g$ rises from $-\infty$ to $+\infty$ and has one root; above the largest it rises from $-\infty$ to 1 and has one more. These $M$ roots and the equilibrium mode, $\lambda=0$, are the whole spectrum. The slowest relaxation rate $\lambda_1$ lies between the two smallest emission rates.

In one implicit step $d'=d-h\lambda d'$, so each mode is multiplied by $1/(1+h\lambda)$. Explicit Euler multiplies it by $1-h\lambda$ and is stable only for $h<2/\lambda_{\max}$.

## 7. A worked transient

The parameters are rough values in the regime of holes in the valence-band tail of hydrogenated amorphous silicon: $T=300$ K, $kT=25.85$ meV, $kT_0=45$ meV, $N_v=10^{20}$ cm$^{-3}$ and $\nu_0=10^{12}$ s$^{-1}$, so $c=10^{-8}$ cm$^3$/s. The tail density of states at the edge is $4\times10^{21}$ cm$^{-3}$eV$^{-1}$; multiplied by $kT_0$ it gives $N_t=1.8\times10^{20}$ cm$^{-3}$. Forty bins of 10 meV reach $E_c=0.40$ eV.

**Equilibrium.** Here $\beta-\alpha=38.68-22.22=16.46$ eV$^{-1}$ and $N_t\alpha/N_v=40$ eV$^{-1}$. Equation (5) gives

$$Z\simeq1+\frac{40}{16.46}\left(e^{6.584}-1\right)\simeq1.76\times10^3,$$

and the binned sum is 1757.9. The binning factor (4) is 1.00093. The equilibrium free fraction is $1/Z=5.69\times10^{-4}$.

**Stiffness.** Emission rates run from $2.31\times10^5$ to $8.24\times10^{11}$ s$^{-1}$. For these forty bins the slowest relaxation rate is $2.56\times10^5$ s$^{-1}$, a time of 3.9 µs, and the fastest is $2.21\times10^{12}$ s$^{-1}$. Explicit Euler is limited to 0.905 ps and would need $1.1\times10^9$ equal steps to reach 1 ms. The geometric implicit grid with $m=200$ uses 2201.

**Approach to Boltzmann.** For the deepest level $y_M=\nu_0/e_M=4.32\times10^6$, hence

$$Q^*=\frac{1757.9\times10^{20}}{4.32\times10^6}\simeq4.1\times10^{16}\ \text{cm}^{-3}.$$

The stationary states reached by the scheme agree with (11) to better than $10^{-9}$ relative. Their largest relative deviations from Boltzmann are:

| $Q$ (cm$^{-3}$) | $f_M$ | largest deviation |
|---|---|---|
| $10^{17}$ | 0.821 | 0.860 |
| $10^{16}$ | 0.211 | 0.141 |
| $10^{15}$ | 0.0242 | 0.0156 |
| $10^{13}$ | $2.46\times10^{-4}$ | $1.58\times10^{-4}$ |

The last two rows show the linear law (15). At $10^{17}$ cm$^{-3}$, above $Q^*$, the deviation belongs to the band: $xy_M=f_M/(1-f_M)=4.57$ and $x_By_M=Q/Q^*=2.46$, so $n/n^B=1.86$.

**Time dependence.** With $Q=10^{13}$ cm$^{-3}$ released into the band at $t=0$:

| $t$ | free fraction | largest deviation |
|---|---|---|
| 1 ns | $1.03\times10^{-2}$ | 20.9 |
| 100 ns | $1.58\times10^{-3}$ | 2.24 |
| 1 µs | $7.59\times10^{-4}$ | 0.603 |
| 10 µs | $5.73\times10^{-4}$ | 0.0472 |
| 100 µs | $5.69\times10^{-4}$ | $1.58\times10^{-4}$ |

At 1 ns the band exceeds its Boltzmann value by a factor 18.2, a deviation of 17.2; the largest deviation, 20.9, therefore belongs to a trap. The reason lies in the dilute equation $d(n_i/w_i)/dt=e_i(n-n_i/w_i)$: a level follows the band with delay $1/e_i$, and while $n$ falls, a level that has passed its maximum retains a larger surplus than the band.

The deviation stays below 1% after 16.2 µs. Decay at $\lambda_1$ from the value at 10 µs predicts $10+\ln(4.72)/0.256\simeq16.1$ µs. The final $1.58\times10^{-4}$ is the finite-density deviation of the first table, not an integration error. The charge drift over the run is at most $7.8\times10^{-16}$ of $Q$.

**Effect of the bin width.** The late deviations belong to the forty-bin model. Since $\lambda_1$ lies between the two smallest emission rates, it falls towards the emission rate at the cutoff, $\nu_0e^{-\beta E_c}=1.91\times10^5$ s$^{-1}$, as the bins shrink; the relaxation time rises from 3.9 to 5.2 µs. With bins of 0.625 meV and exact time integration, the largest deviation is 0.660 at 1 µs and 0.085 at 10 µs, and it falls below 1% at about 20.5 µs. These late values are not yet converged: in the dilute limit, halving the bins again raises the deviation at 10 µs by 0.0015 and delays the 1% mark by 0.17 µs. The free fractions at the tabulated times differ from those of the exactly integrated forty-bin model by at most 0.26%. The time grid matters less: exact integration with the original forty bins and the same $Q$ gives 0.0463 at 10 µs and 15.9 µs for the 1% mark.

## 8. What the plateau means for a real film

Hydrogenated amorphous silicon has no sharp end of its tail at 0.40 eV; deeper tail states and dangling-bond defects follow. With the other parameters fixed, moving the cutoff to 0.50 eV raises $Z$ to 9122 and lowers the free density at 1 ms to 0.193 of its former value. At 10 ns the same change lowers it by only 2.2%, but at 1 µs already by 26%. Only the start of the transient is thus nearly independent of the cutoff, and the plateau is set by it.

A deeper choice does not cure this. The omitted states capture at the rate $cN_te^{-\alpha E_c}/Z$, if the free fraction is $1/Z$. For large $Z$, (5) turns this into

$$\frac{cN_te^{-\alpha E_c}}{Z}\simeq\frac{\beta-\alpha}{\alpha}\,\nu_0e^{-\beta E_c}=0.74\,\nu_0e^{-\beta E_c}.$$

Capture beyond the cutoff competes with release at the cutoff wherever it is placed. Here the capture time is 7.1 µs, against a release time at the cutoff of $e^{\beta E_c}/\nu_0=5.2$ µs. The plateau verifies the integration of the truncated model and does not predict a property of the film.

Other neglected effects can be sized with the same numbers. Defects at a rough $3\times10^{15}$ cm$^{-3}$, given the same $c$, capture in $Z/(cN_d)=59$ µs. With a rough free mobility of 1 cm$^2$/Vs the plateau drift mobility is $5.7\times10^{-4}$ cm$^2$/Vs, and transit through 5 µm at 0.01 MV/cm takes 88 µs, longer than defect capture. Both times belong to the 0.40 eV cutoff: with a cutoff of 0.50 eV the same estimates, both proportional to $Z$, give 0.46 ms for transit and 0.30 ms for defect capture. These assume the free fraction $1/Z$ throughout. At that cutoff $1/\lambda_1\simeq0.19$ ms is comparable with both times, and integrating the actual $n(t)$ shortens them to 0.38 and 0.24 ms. Their order stays the same, but neither value is a prediction for a film. The space-charge field $eQL/\epsilon$, with relative permittivity 11.8, is $7.7\times10^{-4}$ MV/cm, 8% of the applied field. Band filling is at most $Q/N_v=10^{-7}$.

Tunnelling to a shallower depth $E'$ can assist release. With the same attempt rate the ratio of the hop rate to direct emission is $\eta=\exp[\beta E'-2R(E')/a]$, where $\tfrac{4\pi}{3}R^3N_te^{-\alpha E'}=1$ defines the typical distance $R$. After the hop, the return hop is $\eta$ times as fast as emission from $E'$, so one neighbour adds $\eta/(1+\eta)$ of the direct release rate. For a decay length $a=0.5$ nm the largest $\eta$ is 0.013. This counts a single neighbour at the typical distance. Random positions also produce closer pairs, each of which can add nearly the full direct rate, so the small value does not show that hopping is negligible. Summing $\eta/(1+\eta)$ over randomly placed neighbours, treated as independent, gives for $a=0.5$ nm a mean of about 0.2 of the direct rate from targets shallower than 0.1 eV, and about 0.6 from targets shallower than 0.3 eV. The estimate depends strongly on $a$: the largest $\eta$ is 0.155 for 0.8 nm and 0.50 for 1 nm, where even a single typical neighbour matters. Hopping gains weight on cooling, because a hop to depth $E'$ needs an activation energy smaller by $E'$ than direct emission does.

## Computed results

```
T = 300 K, kT = 25.852 meV, kT0 = 45.0 meV
band density N_v = 1.00e+20 cm^-3
tail density at edge = 4.00e+21 cm^-3 eV^-1
total tail density N_t = 1.80e+20 cm^-3
attempt rate = 1.0e+12 1/s, c = 1.0e-08 cm^3/s
levels = 40, bin = 10 meV, cutoff = 0.40 eV
deepest level: 0.395 eV, capacity 6.178e+15 cm^-3
binned/continuous trap weight = 1.000929
Z for cutoff 0.40 eV = 1757.9
Z for cutoff 0.50 eV = 9122.5
Z for cutoff 0.60 eV = 47314.7
emission rates: 2.3136e+05 to 8.2415e+11 1/s
slowest relaxation rate = 2.5559e+05 1/s
slowest relaxation time = 3.913 us
fastest relaxation rate = 2.2099e+12 1/s
stiffness ratio = 8.646e+06
explicit Euler step limit = 0.905 ps
explicit steps to reach 1 ms = 1.10e+09
implicit steps used to reach 1 ms = 2201
random steps: worst relative charge error = 8.9e-16
random pairs: largest distance ratio = 0.998556
lagged scheme, one 1 ps step: total/Q = 1.7402
time-step test: Q = 1e+17 cm^-3, t = 1 us
  100 steps/decade: summed error/Q = 1.502e-03
  200 steps/decade: summed error/Q = 7.527e-04
  400 steps/decade: summed error/Q = 3.768e-04
  error ratios = 1.996, 1.998
stationary: Q (cm^-3), deepest filling, max dev. from Boltzmann
  1e+17  8.206e-01  8.599e-01
  1e+16  2.111e-01  1.414e-01
  1e+15  2.420e-02  1.560e-02
  1e+14  2.455e-03  1.576e-03
  1e+13  2.458e-04  1.577e-04
  1e+11  2.459e-06  1.578e-06
transient: Q = 1e+13 cm^-3, 200 steps/decade
t (s), free fraction, max relative dev. from Boltzmann
  1e-12  2.5561e-01  4.516e+02
  1e-09  1.0336e-02  2.085e+01
  1e-08  3.9375e-03  7.249e+00
  1e-07  1.5797e-03  2.239e+00
  1e-06  7.5945e-04  6.028e-01
  1e-05  5.7286e-04  4.721e-02
  1e-04  5.6890e-04  1.577e-04
  1e-03  5.6890e-04  1.577e-04
Boltzmann free fraction 1/Z = 5.6885e-04
max dev. stays below 1% after 16.22 us
largest relative charge drift in run = 7.8e-16
free density, cutoff 0.50/0.40 eV, at 10 ns = 0.9782
free density, cutoff 0.50/0.40 eV, at 1 ms = 0.1929
omitted tail states = 2.48e+16 cm^-3
capture time into omitted tail = 7.08 us
capture time, 3e+15 cm^-3 defects = 58.6 us
free mobility = 1.0, drift = 5.69e-04 cm2/Vs
transit, 5 um at 0.01 MV/cm = 87.9 us
space-charge field (eps_r 11.8) = 7.67e-04 MV/cm
tunnel/emission, decay 0.5 nm = 1.33e-02
initial band filling Q/N_v = 1.0e-07
```
